Nuclear cusps and missing electron-electron cusps in Hartree-Fock theory

**1. Two very different orbitals with one slope**

In a Hartree-Fock calculation on neon, the 1s orbital energy is -891.784 eV and the 2s orbital energy is -52.529 eV. The first orbital energy is seventeen times the second. Yet at the nucleus both radial functions fall at the same relative rate: R'(0)/R(0) is -18.897 Å⁻¹ for each. For 2p, after the factor r that makes it vanish at the nucleus has been divided out, the rate is -9.449 Å⁻¹, half as large.

Neither the orbital energy nor the screening by the other electrons appears in these numbers. They follow from the nuclear charge Z and the angular momentum l alone:

g'(0)/g(0) = -Z/(l+1), where R(r) = r^l g(r).   (1)

For l = 0 this is Kato's electron-nucleus cusp condition applied to an orbital; (1) extends it to any l. The repulsion between two electrons is singular too, but the Hartree-Fock determinant has no corresponding cusp where they meet. Both facts are derived below.

**2. Setting and radial equation**

Atomic units are used in the algebra. The system is a closed-shell atom or atomic ion with a fixed point nucleus, treated without relativity. The orbitals solve the restricted Hartree-Fock equations without basis error, are bounded at the nucleus and decay at large r. Molecules are not treated.

Each spatial orbital φ_i = R_i(r)Y_lm holds two electrons and obeys

[-½∇² - Z/r + J(r)]φ_i(r) - Σ_j φ_j(r) ∫ φ_j*(r')φ_i(r')/|r-r'| d³r' = ε_i φ_i(r).   (2)

J is the repulsion from the total electron density; the integral term is exchange. To separate the angles, let γ be the angle between r and r', and expand

1/|r-r'| = Σ_k (r_<^k/r_>^(k+1)) P_k(cos γ).

Here r_< and r_> are the smaller and larger of the two radii. The radial integrals that result are

v^k[f](r) = r^(-k-1) ∫₀^r s^(k+2) f(s) ds + r^k ∫_r^∞ s^(1-k) f(s) ds.   (3)

From here on, j labels a filled radial shell with angular momentum l_j. Its sum over magnetic quantum numbers is

Σ_m Y_lj,m(Ω) Y*_lj,m(Ω') = [(2l_j+1)/4π] P_lj(cos γ).

Exchange therefore contains the product P_lj P_k. Orthogonality of Legendre polynomials gives

P_lj P_k = Σ_L (2L+1) c(L,l_j,k) P_L,
c(L,l_j,k) = ½∫₋₁¹ P_L P_lj P_k dx.

Integrating (2L+1)P_L(cos γ)/4π against Y_lm(Ω') returns Y_lm(Ω) if L = l and zero otherwise. Hence

-½(R_i'' + 2R_i'/r) + [l(l+1)/(2r²) - Z/r + J - ε_i]R_i = X_i,   (4)

X_i = Σ_j (2l_j+1) Σ_k c(l,l_j,k) v^k[R_jR_i] R_j,
J = Σ_j 2(2l_j+1) v⁰[R_j²].

The coefficient c vanishes unless |l-l_j| ≤ k ≤ l+l_j. If one degree exceeds the sum of the other two, that polynomial is orthogonal to the product of the others.

J is bounded, because v⁰[f] is at most ∫ s f(s) ds for f ≥ 0. Integrating over the position of the second electron has removed the singularity of 1/|r-r'|. The only unbounded potentials left in (4) are the nuclear attraction and the centrifugal term.

**3. Exchange does not spoil the small-r behaviour**

For a local potential, R_i ∝ r^l near the nucleus is familiar. Here X_i mixes in orbitals with other angular momenta. An s orbital does not vanish at the nucleus, so its effect on a d orbital needs checking.

Write (4) as

R_i'' + 2R_i'/r - l(l+1)R_i/r² = S_i,
S_i = -2ZR_i/r + 2(J-ε_i)R_i - 2X_i.

The homogeneous solutions are r^l and r^(-l-1). Variation of constants, with a fixed radius b, gives

R_i = A r^l + B r^(-l-1) - [r^l/(2l+1)] ∫_r^b s^(1-l)S_i ds - [r^(-l-1)/(2l+1)] ∫₀^r s^(l+2)S_i ds.   (5)

Boundedness requires B = 0. If S_i = O(r^q) with q ≥ -1, the last term is O(r^(q+2)), and the one before it is O(r^min(l,q+2)), with a logarithm when q+2 = l. Thus R_i = O(r^min(l,q+2)), apart from that logarithm.

Now suppose R_j = O(r^min(l_j,p)) is known for every orbital. Boundedness supplies the start, p = 0. With a = min(l_j,p) + min(l,p), equation (3) gives v^k[R_jR_i] = O(r^min(k,a+2)), up to logarithms. The corresponding term of X_i has exponent

min(l_j,p) + min(k,a+2).

This is at least min(l,p), as the cases show:

- If a+2 is the smaller entry, the exponent is at least a+2 ≥ min(l,p)+2.
- If k is the smaller and l_j ≤ p, it is l_j+k ≥ l, because k ≥ |l-l_j|.
- If k is the smaller and l_j > p, it is at least p.

The term -2ZR_i/r has exponent min(l,p)-1, one power lower, so exchange does not limit the argument. Equation (5) then raises the known behaviour to R_i = O(r^min(l,p+1)). Repetition reaches r^l. Logarithms met on the way are weaker than any power. One further pass removes them, since then q+2 exceeds l by nearly one.

So R_j = O(r^l_j) for every occupied orbital. In (3) the allowed k satisfies k ≤ l+l_j, so v^k[R_jR_i] = O(r^k), and

X_i = O(r^(l_j+k)) = O(r^l).   (6)

An s orbital enters the equation of a d orbital only through k = 2, and the factor r² from v² supplies the powers that the s orbital lacks.

The numerical check uses Zn²⁺, which has filled s, p and d shells. Between two radii close to the nucleus, the exchange term of the lowest orbital of each type varies as r^-0.015 for l = 0, r^0.987 for l = 1 and r^1.990 for l = 2. Small departures from 0, 1 and 2 are expected at nonzero radius, where the next power of r contributes.

**4. The cusp condition**

Drop the index i and insert R = r^l g. The derivatives are

R' = l r^(l-1)g + r^l g',
R'' = l(l-1)r^(l-2)g + 2l r^(l-1)g' + r^l g''.

In R'' + 2R'/r - l(l+1)R/r², the terms in r^(l-2)g have the coefficient l(l-1) + 2l - l(l+1) = 0. The centrifugal term has cancelled. After division by r^l,

g'' + (2l+2)g'/r = -2Zg/r + h,
h = 2(J-ε)g - 2X/r^l.   (7)

By (6), h is bounded. Multiplication by r^(2l+2) makes the left side a total derivative:

(r^(2l+2) g')' = -2Z r^(2l+1) g + r^(2l+2) h.   (8)

The right side is integrable down to r = 0, so r^(2l+2)g' has a limit there. A nonzero limit would make g grow as r^(-2l-1), contrary to g being bounded, so the limit is zero. Integration from 0 to r gives

g'(r) = -2Z r^(-2l-2) ∫₀^r s^(2l+1) g(s) ds + O(r).   (9)

Since g is bounded, so is g'. Hence g has a limit g(0), and g(s) = g(0) + O(s). With ∫₀^r s^(2l+1) ds = r^(2l+2)/(2l+2),

g'(0) = -2Z g(0)/(2l+2) = -[Z/(l+1)] g(0).   (10)

If g(0) ≠ 0, this is (1). If g(0) happened to vanish, (10) would still hold and give g'(0) = 0.

Near the nucleus, then, R = g(0) r^l [1 - Zr/(l+1) + O(r²)]. For an s orbital the slope is that of R itself. For l > 0 it belongs to R/r^l, because R'/R also contains l/r.

The energy, the screening and exchange all sit in h, which affects g' at order r but not at r = 0. This is why 1s and 2s in neon agree. The factor l+1 comes from the first-derivative term (2l+2)g'/r in (7), which has to balance -2Zg/r.

Two hydrogen-like functions show the condition at work. The 2p function r exp(-Zr/2) has slope -Z/2. The 2s function (1 - Zr/2)exp(-Zr/2) has slope -Z/2 - Z/2 = -Z, although its exponential alone would give half of that.

**5. Numbers for neon and Zn²⁺**

One bohr is 0.5292 Å. For neon, Z = 10 and the predicted slopes are

l = 0: -10/0.5292 = -18.90 Å⁻¹,
l = 1: -5/0.5292 = -9.45 Å⁻¹.

The computed slopes, -18.897 Å⁻¹ for 1s and 2s and -9.449 Å⁻¹ for 2p, agree with the formula to all printed digits. The spline basis used for the orbitals does not impose these values. In a second run the basis also allowed 2p to be nonzero at the nucleus. The solution chose |R(0)| = 2.5×10⁻¹⁰ of its maximum, in line with Section 3.

At r = 0.001 Å the straight line for 1s gives

1 - 18.897 × 0.001 = 0.98110,

while the orbital gives R(r)/R(0) = 0.98128. The difference, 0.00018, has the size of the second-order term of exp(-Zr), ½(0.018897)² = 0.00018.

For Zn²⁺, Z = 30. The 1s, 2s and 3s slopes are all -56.692 Å⁻¹, and 2p and 3p both have -28.346 Å⁻¹, as predicted. For 3d the computed value is -18.899 Å⁻¹ against a predicted -18.897 Å⁻¹, a relative difference of 0.01%. It is probably numerical error, since the d slope is read from a fourth derivative of rR at the origin, but its source was not isolated.

**6. When the orbital cusp is absent**

The cusp comes from the 1/r attraction of a point charge. If the nucleus has a finite size and its potential is bounded, the term -2Zg/r in (7) becomes part of h, and the same integration gives g'(0) = 0. Outside a nucleus of radius a, the potential differs from -Z/r only for s < a, which changes the integral in (9) by a relative amount of order (a/r)^(2l+2). The slope therefore approaches -Z/(l+1) at radii large compared with a and still small compared with 1/Z, but it vanishes at the centre.

A finite Gaussian expansion also misses the cusp. With g = Σ_n c_n exp(-α_n r²),

g'(r) = -2r Σ_n α_n c_n exp(-α_n r²),

which vanishes at r = 0 for any coefficients. Yet the neon energy in the Gaussian basis cc-pVQZ is only 0.099 eV above the spline value of -3497.945 eV. A good total energy is therefore no evidence of a correct slope at the nucleus.

**7. The determinant near the nucleus**

Assign spin up to one half of the electrons and spin down to the other half. Apart from a constant factor, the closed-shell determinant is then Φ = D↑D↓, a product of two determinants of spatial orbitals. Expanding the one that contains electron 1 gives

Φ = Σ_i φ_i(r₁) M_i,   (11)

where M_i depends on the other electrons. Average over the directions of r₁ at fixed distance r₁ from the nucleus. Orbitals with l > 0 average to zero, and each s orbital has slope -Zφ_i(0). Thus

∂Φ_av/∂r₁ = -Z Φ(r₁=0) at r₁ = 0.   (12)

For neon, a small finite displacement of one electron from the nucleus gives -18.894 Å⁻¹, close to the limiting -18.897 Å⁻¹.

The purpose of the cusp is visible in the local energy HΦ/Φ, where H is the full Hamiltonian. For an exact eigenfunction it is constant. For Φ it varies, but (2) shows that

(-½∇² - Z/r)φ_i = ε_iφ_i - Jφ_i + (exchange term),

and the right side is bounded. By (11), the kinetic term of electron 1 therefore cancels the divergence of -Z/r₁, provided that Φ does not vanish at r₁ = 0 and the other electrons are elsewhere.

When one neon electron moves in from 0.010584 Å to 0.005292 Å, -Z/r₁ alone changes by -13605.69 eV. The computed local energy, averaged over six directions of approach, changes by -20.63 eV, or 0.15% of that. Most of this remainder is numerical. The Laplacian is taken by second differences with step δ = 0.0005 bohr. Since √(r²+δ²) = r + δ²/(2r) - δ⁴/(8r³) + …, each of the two transverse second differences of r gives 1/r - δ²/(4r³) instead of 1/r. Acting on the cusp term -Zr₁, this shifts the local energy by about -Zδ²/(4r₁³). At the two distances, 0.01 and 0.02 bohr, the shifts are -0.625 and -0.078 hartree, a difference of about -15 eV. The -20.63 eV therefore shows that the divergence is cancelled, but it is not an accurate value for the variation that remains.

**8. What an exact pair function does**

For two electrons let R = (r₁+r₂)/2 and s = r₁-r₂. Then ∇₁ = ½∇_R + ∇_s and ∇₂ = ½∇_R - ∇_s. The cross terms cancel in the sum of squares:

-½(∇₁² + ∇₂²) = -¼∇_R² - ∇_s².   (13)

Take first a pair in a harmonic well ½ω²(r₁²+r₂²) = ω²R² + ¼ω²s². The relative motion separates and obeys

[-∇_s² + ¼ω²s² + 1/s]ψ = Eψ.

For ψ = s^l q(s)Y_lm, the algebra that led to (8) now gives

(s^(2l+2) q')' = s^(2l+1) q + s^(2l+2)(¼ω²s² - E)q.

Compared with (8), -2Z has been replaced by +1. Therefore

q'(0)/q(0) = 1/[2(l+1)].   (14)

The sign is positive because the electrons repel: the amplitude rises as they separate. The computed slopes for a well quantum of 13.606 eV are 0.9449 Å⁻¹ for l = 0 and 0.4724 Å⁻¹ for l = 1. These are the predicted 1/2 and 1/4 per bohr.

The same balance applies to an exact atomic wavefunction near a pair coalescence away from the nucleus and the other electrons. The assumption is that all terms other than -∇_s² + 1/s leave a remainder whose part of angular momentum l is O(s^l). For opposite spins the spherical average over s selects l = 0, with slope 1/2. For like spins antisymmetry allows only odd l, and the leading l = 1 part has slope 1/4.

**9. The determinant where electrons meet**

Away from the nucleus the Hartree-Fock orbitals are smooth. To see this, differentiate (3) twice. With f = R_jR_i, the terms from the integration limits cancel in the first derivative, and the second derivative gives

v'' + 2v'/r - k(k+1)v/r² = -(2k+1)R_jR_i.   (15)

Equations (4) and (15) express the second derivatives of all R and v through R, v, their first derivatives and powers of r, which are smooth for r > 0. If the functions have n continuous derivatives, with n ≥ 2, the right sides have at least n-1, so the functions have n+1. Repetition gives derivatives of every order.

A determinant is a finite sum of products of orbitals, so it is smooth as well. At fixed R ≠ 0, two electrons of opposite spin give

Φ(R+s/2, R-s/2) = Φ₀ + a·s + ½ Σ_αβ H_αβ s_α s_β + O(s³).   (16)

Averaging over directions removes a·s and replaces s_αs_β by s²δ_αβ/3:

Φ_av(s) = Φ₀ + (s²/6) Σ_α H_αα + O(s³).

Its slope at s = 0 is zero, whereas the averaged exact function has a slope equal to half its own value at s = 0.

For like spins, exchanging the two electrons reverses s and changes the sign of Φ. Even powers of s are therefore absent:

Φ = a·s + O(s³), exact: Ψ = a·s(1 + s/4) + other terms.   (17)

The determinant does keep electrons of like spin apart, since it vanishes at s = 0. That is a consequence of antisymmetry. What it lacks is the term a·s s/4, the response to the Coulomb singularity.

In the neon determinant, finite small separations give relative slopes of -0.0003 Å⁻¹ for opposite spins and -0.0020 Å⁻¹ for like spins. The exact conditions are 0.9449 and 0.4724 Å⁻¹. The small residues are compatible with smooth curvature, which contributes in proportion to the separation used.

**10. The price of the missing cusp**

At an opposite-spin coalescence with Φ₀ ≠ 0, every kinetic term of Φ is finite. Nothing can cancel the repulsion, so with the other electrons held elsewhere

HΦ/Φ = 1/s + O(1) as s → 0.   (18)

For neon, s is reduced from 0.010584 Å to 0.005292 Å, again with an average over six directions. The term 1/s alone rises by 1360.57 eV, and the computed local energy rises by 1360.56 eV. The repulsion passes through almost entirely, in contrast to the nuclear attraction in Section 7.

The difference lies in what each electron is made to respond to. The nuclear attraction stands in the orbital equation as an unaveraged 1/r, and the orbital bends to match it. The electron repulsion enters after integration over the other electron's position, as a bounded mean field. A single determinant built from such orbitals has no dependence on s that could answer the singularity at s = 0.

Computed values

```
Neon HF total energy, splines: -3497.945 eV
Neon HF total energy, cc-pVQZ minus splines: 0.099 eV
Ne 1s: energy -891.784 eV, slope -18.897, formula -18.897 1/angstrom
Ne 2s: energy -52.529 eV, slope -18.897, formula -18.897 1/angstrom
Ne 2p: energy -23.141 eV, slope -9.449, formula -9.449 1/angstrom
Ne 1s R(r)/R(0) at r = 0.001 angstrom: 0.98128
Cusp line 1 - Z r at the same r: 0.98110
Ne 2p, free origin: |R(0)|/max|R| = 2.5e-10 (no unit)
Zn2+ HF total energy: -48353.52 eV
Zn2+ 1s: slope -56.692, formula -56.692 1/angstrom
Zn2+ 2s: slope -56.692, formula -56.692 1/angstrom
Zn2+ 3s: slope -56.692, formula -56.692 1/angstrom
Zn2+ 2p: slope -28.346, formula -28.346 1/angstrom
Zn2+ 3p: slope -28.346, formula -28.346 1/angstrom
Zn2+ 3d: slope -18.899, formula -18.897 1/angstrom
Zn2+ exchange term, l = 0: starts as r^-0.015
Zn2+ exchange term, l = 1: starts as r^0.987
Zn2+ exchange term, l = 2: starts as r^1.990
Harmonic pair: well quantum 13.606 eV
Exact pair, l = 0: slope 0.9449, formula 0.9449 1/angstrom
Exact pair, l = 1: slope 0.4724, formula 0.4724 1/angstrom
Determinant slope at nucleus: -18.894 1/angstrom
Determinant slope, opposite spins: -0.0003 1/angstrom
Determinant slope, same spin: -0.0020 1/angstrom
Distances compared: 0.010584 and 0.005292 angstrom
Pair approach, local energy change: 1360.56 eV
Pair approach, change of 1/s alone: 1360.57 eV
Nuclear approach, local energy change: -20.63 eV
Nuclear approach, change of -Z/r alone: -13605.69 eV
```
